# Finite atomic displacement in interconnect lines below the Blech threshold

A metal line loaded below the Blech threshold does transport atoms. When the current is switched on, atoms drift from the cathode end towards the anode end, and the drift stops only after enough metal has moved to build a stress gradient that balances the electron wind. For a confined line of length $L$ with blocked ends and uniform initial stress, the thickness of metal that has crossed the plane $x$ by then is

$$u_\infty(x)=\frac{F\,x(L-x)}{2B\Omega},\qquad u_\infty(L/2)=\frac{FL^2}{8B\Omega}. \tag{1}$$

Here $F$ is the net wind force on an atom, $\Omega$ the atomic volume, and $B$ the effective modulus of the confined line: the stress change per volume fraction of metal removed. The diffusivity is absent. It decides how long the transfer takes, not how much is transferred.

The threshold concerns the final state. Below it, a state of zero net flux can be reached before the tension at the cathode becomes critical. That the flux ends at zero does not mean that it was zero on the way.

## Conventions

The algebra uses atomic units, so the elementary charge is 1; $k_BT$ is kept as an energy. The cathode end is at $x=0$ and the anode end at $x=L$. Electrons flow towards $+x$, and so does the wind force

$$F=Z\rho j,$$

where $Z$ is the magnitude of the effective charge, $\rho$ the resistivity and $j$ the magnitude of the current density. The hydrostatic stress $\sigma$ is positive in tension. All quantities are averages over the cross-section.

## A counter-example: a 20 µm copper line

Take a copper interconnect in an accelerated test at 573 K, with rough, rounded parameters: $L=20$ µm, cross-section 100 nm by 200 nm, $j=1$ MA/cm², $\rho=4$ µΩ cm, $Z=1$, $\Omega=0.0118$ nm³ and $B=20$ GPa. A void is taken to form when the tension has risen by $\sigma_c=80$ MPa above its initial value.

**The line is below threshold.** The field is $\rho j=4$ V/cm, so $F=4.0\times10^{-7}$ eV/nm. An atom in a stress gradient feels a force $\Omega\,\partial\sigma/\partial x$, derived below. It cancels the wind when

$$\frac{\partial\sigma}{\partial x}=-\frac F\Omega ,$$

which is $-5.43$ MPa/µm. The blocked ends conserve the metal, so the mean stress does not change, and the stress change is antisymmetric about the middle: $+54.3$ MPa at the cathode and $-54.3$ MPa at the anode. The cathode value is $FL/(2\Omega)$. Setting it equal to $\sigma_c$ gives the threshold

$$(jL)_c=\frac{2\Omega\sigma_c}{Z\rho}, \tag{2}$$

here 2946 A/cm. The line carries $jL=2000$ A/cm, a fraction 0.679 of that. The balanced state is therefore accessible without a void.

**The balanced state requires displaced metal.** The cathode half has an average tension of half the end value, $54.3/2=27.2$ MPa. Dividing by $B$ gives the fraction of metal missing from that half:

$$\frac{27.2\ \text{MPa}}{20\,000\ \text{MPa}}=1.36\times10^{-3}.$$

The half is 10 µm long, so a thickness of 13.6 nm is missing. The cathode end is blocked, hence this metal has left through the midpoint. Equation (1) gives the same 13.6 nm (136 Å), about 60 times the atomic size $\Omega^{1/3}$. Over the cross-section this is

$$\frac{13.578\times100\times200}{0.0118}=2.30\times10^{7}$$

atoms. A line that had moved none would have no stress gradient, and nothing would oppose the wind.

**The initial drift is that of a long line.** With a cross-section-averaged diffusivity $D=3.64\times10^{-13}$ cm²/s, the drift speed before any gradient exists is $DF/(k_BT)=1.06$ nm/h. It does not contain $L$. At this speed the final midpoint displacement would take $13.58/1.062=12.8$ h; in fact the flux fades as the stress builds, and the approach is slower.

## General statement

Let the line be one-dimensional, with blocked ends, no void, small strain, and constant $F$, $B$ and $\Omega$. Let $D$ be positive and bounded away from zero; it may vary with position and stress. For an initial stress $\sigma_0(x)$ with mean $\bar\sigma_0$, the net displacement tends to

$$u_\infty(x)=\frac{F\,x(L-x)}{2B\Omega}-\frac1B\int_0^x\left[\sigma_0(x')-\bar\sigma_0\right]dx'. \tag{3}$$

For uniform initial stress the integral vanishes and (1) follows, whatever the value of that stress.

## Proof

**Force from stress.** When an atom is added to a region under tension $\sigma$, the region expands by $\Omega$ and the surrounding tension does work $\Omega\sigma$. This lowers the chemical potential:

$$\mu=\mu_0-\Omega\sigma .$$

A correction from the elastic energy density, smaller by a factor of order $\sigma/B$, is dropped. The force from the gradient is $-\partial\mu/\partial x=+\Omega\,\partial\sigma/\partial x$: atoms are drawn towards tension. In the loaded line the tension is at the cathode, so this force opposes the wind.

**Flux.** The mobility of an atom is $D/(k_BT)$ and the number density is $1/\Omega$. The net flux towards the anode is

$$J=\frac{D}{\Omega k_BT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right). \tag{4}$$

**Conservation.** Let $u(x,t)$ be $\Omega$ times the net number of atoms per unit area that have crossed the plane $x$ towards the anode. Then $\partial u/\partial t=\Omega J$. A slice between $x$ and $x+dx$ has gained thickness $u(x)$ and lost $u(x+dx)$. Its net loss per unit length is $\partial u/\partial x$, the volume fraction removed. By the definition of $B$,

$$\sigma(x,t)=\sigma_0(x)+B\frac{\partial u}{\partial x}. \tag{5}$$

This relation excludes a stationary line: in this model the stress cannot change anywhere unless $u$ is non-zero somewhere.

**Final state.** Zero flux in (4) requires $\partial\sigma/\partial x=-F/\Omega$. Integrating (5) over the line gives

$$\int_0^L(\sigma-\sigma_0)\,dx=B[u(L)-u(0)]=0,$$

because no atom crosses a blocked end. The mean stress stays at $\bar\sigma_0$, and the final stress is

$$\sigma_\infty(x)=\bar\sigma_0+\frac F\Omega\left(\frac L2-x\right).$$

Insert this in (5) and integrate from 0, where $u=0$:

$$B\,u_\infty(x)=\frac F\Omega\left(\frac{Lx}2-\frac{x^2}2\right)-\int_0^x[\sigma_0-\bar\sigma_0]\,dx',$$

which is (3).

**The final state is reached.** Combining (4) and (5) gives

$$\frac{\partial u}{\partial t}=\frac{D}{k_BT}\left(F+\Omega\frac{d\sigma_0}{dx}+\Omega B\frac{\partial^2u}{\partial x^2}\right).$$

The bracket vanishes for $u=u_\infty$. Subtracting that zero leaves an equation for the displacement still to come, $w=u_\infty-u$:

$$\frac{\partial w}{\partial t}=\kappa\frac{\partial^2w}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{k_BT}, \tag{6}$$

with $w=0$ at both ends. Write $w'$ for $\partial w/\partial x$. Integrating by parts, with $\partial w/\partial t=0$ at the ends,

$$\frac{d}{dt}\,\frac12\int_0^L w'^2dx=-\int_0^L w''\,\frac{\partial w}{\partial t}\,dx=-\int_0^L\kappa\,w''^2dx .$$

For a function that vanishes at both ends, the sine expansion gives $\int w^2\le(L/\pi)^2\int w'^2$. Also $\int w'^2=-\int w\,w''$, which by the Cauchy–Schwarz inequality is at most $(\int w^2)^{1/2}(\int w''^2)^{1/2}$. Together these give $\int w''^2\ge(\pi/L)^2\int w'^2$. If $\kappa_{\min}$ is the smallest value of $\kappa$ during the evolution, then

$$\frac{d}{dt}\int_0^L w'^2dx\le-\frac{2\pi^2\kappa_{\min}}{L^2}\int_0^L w'^2dx .$$

The integral decays at least exponentially. Since $w(0)=0$, also $|w(x)|\le(L\int w'^2)^{1/2}$, so $w$ goes to zero everywhere. This completes the proof.

A numerical integration of (4) and (5) for the copper line, with constant $D$, ends at 13.578 nm, as the formula does. In a second run the mobility was multiplied by $(0.3+1.4x/L)\exp(10\,\Omega\sigma/k_BT)$ and the line began under a uniform tension of 0.5 eV/nm³. After 1 h it had moved 3.44 nm at the midpoint, against 1.06 nm with constant $D$. It also ended at 13.578 nm.

## Time course for constant diffusivity

Let the initial stress be uniform and $D$ constant, and let $v=\partial u/\partial t$ be the local drift speed. Since $u_\infty$ is fixed in time, $v=-\partial w/\partial t$, and differentiating (6) shows that $v$ obeys the same diffusion equation. It vanishes at the ends and starts from $v_0=DF/(k_BT)$ in the interior. The sine coefficients of a constant are

$$\frac2L\int_0^L\sin\frac{n\pi x}L\,dx=\frac{2(1-\cos n\pi)}{n\pi},$$

that is, $4/(n\pi)$ for odd $n$ and zero for even $n$. Each sine decays at the rate $n^2\pi^2\kappa/L^2$, so

$$\frac{v}{v_0}=\sum_{n\ \rm odd}\frac4{n\pi}\sin\frac{n\pi x}L\,e^{-n^2t/\tau},\qquad \tau=\frac{L^2}{\pi^2\kappa}. \tag{7}$$

Integrate over time, using $v_0\tau=FL^2/(\pi^2B\Omega)$, in which $D$ cancels:

$$u=\frac{FL^2}{B\Omega}\sum_{n\ \rm odd}\frac{4}{\pi^3n^3}\sin\frac{n\pi x}L\left(1-e^{-n^2t/\tau}\right).$$

At the midpoint the sines alternate between $+1$ and $-1$. With $1-1/3^3+1/5^3-\dots=\pi^3/32$, the late limit is $FL^2/(8B\Omega)$, in agreement with (1).

For the copper line $\kappa=1.086\times10^{-11}$ cm²/s and $\tau=10.4$ h. The time integration gives at the midpoint:

| Time (h) | Moved (nm) | Flux / initial flux |
|---|---|---|
| 1 | 1.06 | 0.9993 |
| 5 | 4.93 | 0.780 |
| 10 | 8.24 | 0.485 |
| 20 | 11.54 | 0.185 |
| 50 | 13.47 | 0.010 |

During the first hour the middle of the line drifts almost as if the ends did not exist. The disturbance from a blocked end spreads over a distance of order $\sqrt{\kappa t}$, about 2 µm after 1 h, while the midpoint is 10 µm away. At late times the $n=1$ term dominates. At 10 h, for example, it gives a flux ratio of $(4/\pi)e^{-10/10.36}=0.485$.

The tension does not overshoot on the way, so a line below threshold at the end was below critical stress throughout. To see this, note that the diffusion equation creates no new extremes, hence $0\le v\le v_0$. From (4), $\partial\sigma/\partial x=-(F/\Omega)(1-v/v_0)\le0$, so the largest tension is at the cathode. There, (5) and the series for $u$ give

$$\sigma(0,t)-\sigma_0=\frac{FL}{\Omega}\sum_{n\ \rm odd}\frac{4}{\pi^2n^2}\left(1-e^{-n^2t/\tau}\right).$$

Every term rises steadily. The sum tends to $FL/(2\Omega)$, since $\sum_{n\ \rm odd}1/n^2=\pi^2/8$.

## Size, limits and direction

With (2), the midpoint displacement can be written as

$$u_\infty(L/2)=\frac{jL}{(jL)_c}\,\frac{\sigma_cL}{4B}.$$

For this length and modulus the value at threshold is 20.0 nm, and the example reaches 0.679 of it. Up to the threshold, the displacement grows linearly with current from zero. Beyond it a void can form, and (1) no longer applies.

At fixed current density the displacement scales as $L^2$: 0.85 nm for 5 µm, 3.4 nm for 10 µm and 13.6 nm for 20 µm. At fixed $jL$ it scales as $L$. A short line can therefore look immobile because its displacement is small. In the limit $B\to\infty$, with $F$ and $L$ fixed, the displacement does vanish: a perfectly rigid line builds its stress without moving metal. A real modulus is finite.

The average of (1) over the line uses $\int_0^Lx(L-x)\,dx=L^3/6$ and equals $FL^2/(12B\Omega)$, here 9.05 nm. It is the mean net shift per atom.

Equation (3) also covers a change of current after the steady state. Take the steady profile as $\sigma_0$, so that $\sigma_0-\bar\sigma_0=(F/\Omega)(L/2-x)$. The integral term then equals minus the displacement (1).

- If the same current continues, the two terms cancel and no further net transport occurs. This is the state to which the claim of no transport applies.
- If the current is switched off, the first term vanishes and the metal returns. The time integration gives $-13.578$ nm at the midpoint.
- If the current is reversed, both terms are negative and the shift is twice as large, $-27.156$ nm. The stress change at $x=L$, counted from the original uniform stress, goes from $-54.3$ to $+54.3$ MPa; the permitted rise $\sigma_c$ is counted from that original stress, so no void is predicted.

## A count of hopping atoms

The final displacement can also be obtained without the flux law (4). Let eight cells exchange atoms with their neighbours, and let $m_i$ be the excess number in cell $i$. The energy is

$$\frac{E}{k_BT}=\frac{0.2}{2}\sum_im_i^2-0.5\sum_i i\,m_i .$$

The first term is elastic and the second is the work of the wind. Starting from $m_i=0$, single-atom hops were accepted by the Metropolis rule, and the net crossings of each boundary were counted in 4000 copies of the system.

Balance between neighbours requires $0.2(\bar m_{i+1}-\bar m_i)=0.5$, a step of 2.5 atoms per cell. With zero total excess, $\bar m_i=2.5(i-4.5)$. The four anode-side cells then hold $2.5(0.5+1.5+2.5+3.5)=20$ extra atoms, all of which crossed the middle boundary. The count gave 20.04. At the second boundary the prediction is 15 and the count gave 15.00.

The hops continue at equilibrium, in equal numbers both ways. The same holds in the line: $u$ is a net count, not the path of a marked atom. If $D$ is used as a tracer diffusivity, without a correlation factor, the random root-mean-square displacement in 10.4 h is $\sqrt{2D\tau}=1.65$ µm, far more than the net shift of 13.6 nm. Because $D$ is averaged over the cross-section, this is a mean over all atoms, not the path of a typical one. In copper at 573 K the transport runs along interfaces and grain boundaries: the few atoms that reach these paths travel much farther, while an atom inside a grain moves by lattice diffusion only, of order 1 nm in that time.

## Real interconnects

The parameters are rough values in the regime of copper lines, for which threshold products of a few thousand A/cm are typical. The effective modulus is among the less certain inputs, because it depends on the dielectric and the liner. With all else fixed, 10 GPa gives 27 nm at the midpoint and 30 GPa gives 9 nm. These values do not bound the range. $B$ also depends on where atoms are removed, and in a soft low-permittivity dielectric it can fall to a few GPa; 5 GPa gives 54 nm. Equation (5) further assumes that removed atoms turn into stress across the whole section at once, which requires vacancy sinks such as grain boundaries or interfaces all along the line. Several neglected effects are smaller. The end strain is 0.27 per cent. If $D$ varies with stress as $\exp(\Omega\sigma/k_BT)$, that is, with an activation volume of one atomic volume, the stress changes it at the ends by about 8 per cent, which affects the pace only. Joule heating is about 2.7 K if the heat flows straight down through 1 µm of dielectric with conductivity 0.3 W/(m K); this would raise $D$ by about 9 per cent. For an isolated line, heat also spreads sideways and both figures are smaller.

The assumption most open to failure is the absence of a void. Suppose the line is stress-free at 573 K and cools to 378 K without relaxing. A rough expansion mismatch of $1.4\times10^{-5}$ K⁻¹ then gives a tension of

$$3\times1.4\times10^{-5}\times195\times20\ \text{GPa}=164\ \text{MPa}.$$

The estimate applies $B$ to thermal contraction as well, as if removing atoms shrank the metal equally in all directions, and it ignores plastic flow. This uniform tension leaves (1) unchanged, but it exceeds 80 MPa. If 80 MPa is an absolute limit rather than a permitted rise, a void can form without any current, and the threshold (2) no longer protects the line.

The effect on the displacement can be estimated for a void that spans the cathode end and holds the stress there at zero, while a conducting liner carries the current past it. Capillary stress is neglected. The final stress is then $-Fx/\Omega$. Integrating (5) back from the blocked anode, where $u=0$, gives

$$u_\infty(x)=\frac{F(L^2-x^2)}{2B\Omega}+\frac{\sigma_0(L-x)}B .$$

At the midpoint, with $F$ kept at its test value, the first term is three times the earlier result, 41 nm, and the second is 82 nm. The total is about 123 nm instead of 13.6 nm. It is still finite, but the void at the cathode is larger than the line is wide: $54+164=218$ nm.

Temperature also changes the meaning of "transient". With an activation energy of 0.9 eV and the other parameters fixed, $\tau$ grows from 10.4 h at 573 K to 9.5 years at 378 K. The latter figure depends exponentially on the assumed activation energy: with $D$ at 573 K held fixed, 0.8 eV gives 3.3 years and 1.0 eV gives 27 years. It also leaves out the effect of the cooling tension on $D$: with an activation volume of one atomic volume, 164 MPa would raise $D$ by about 45 per cent and shorten $\tau$ to about 6.5 years. Within the model and without a void, such a line would spend years of service moving towards its zero-flux state.

## Computed results

```
Line length: 20 um; section 100 x 200 nm
Current density: 1.0 MA/cm2
Resistivity: 4.0 microohm cm
Effective charge magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Critical stress rise: 80 MPa
Test temperature: 573 K; kT = 0.04938 eV
Diffusivity prefactor: 3.0e-05 cm2/s
Activation energy: 0.90 eV
Diffusivity at test: 3.641e-13 cm2/s
Stress diffusivity at test: 1.086e-11 cm2/s
Wind force: 4.000e-07 eV/nm
Product jL: 2000 A/cm; threshold: 2946 A/cm
Ratio to threshold: 0.679
Steady stress gradient: 5.431 MPa/um
Steady end stress: +/-54.31 MPa
Midpoint displacement, formula: 13.578 nm = 135.8 angstrom
Midpoint displacement, time integration: 13.578 nm
Mean displacement, formula: 9.052 nm
Mean displacement, time integration: 9.052 nm
Midpoint displacement in atomic spacings: 59.6
Atoms through midpoint: 2.301e+07
Midpoint displacement at threshold, same L: 20.00 nm
Initial drift speed: 1.062 nm/h
Equivalent time of full flux: 12.79 h
Slowest relaxation time: 10.36 h
After 1 h: moved 1.06 nm, flux/initial 0.9993
After 5 h: moved 4.93 nm, flux/initial 0.7804
After 10 h: moved 8.24 nm, flux/initial 0.4851
After 20 h: moved 11.54 nm, flux/initial 0.1849
After 50 h: moved 13.47 nm, flux/initial 0.0102
Uneven-mobility run: 3.44 nm after 1 h, 13.578 nm at end
Midpoint return after switch-off: -13.578 nm
Midpoint shift after reversal: -27.156 nm
Hopping model, middle plane: 20.04 atoms; formula 20.00
Hopping model, second plane: 15.00 atoms; formula 15.00
Same j, L = 5 um: midpoint 0.849 nm
Same j, L = 10 um: midpoint 3.394 nm
Modulus 10 GPa: midpoint 27.16 nm
Modulus 30 GPa: midpoint 9.05 nm
Rms random exchange in slowest time: 1648 nm
Slowest time at 378 K: 9.5 years
Neglected: Omega*stress/kT at ends 0.0810
Neglected: end strain 0.272 percent
Neglected: vacancy share of storage 8.7e-10 (formation 1.2 eV)
Neglected: wind work per jump / kT 1.8e-06
Dielectric below line: 1000 nm, 0.3 W/(m K)
Neglected: Joule heating 2.67 K, diffusivity up 8.8 percent
Expansion mismatch: 1.4e-05 1/K
Neglected: cooling tension at 378 K 164 MPa
```
